# How Much Biaxial Tension Makes Germanium on (001) a Direct-Gap Semiconductor?

**Question.** Unstrained germanium has its valence maximum at \(\Gamma\) and its conduction minimum at L, with the \(\Gamma\) conduction edge only slightly higher. A film on a (001) surface is stretched equally along both in-plane directions. How large must the strain be before the conduction minimum moves to \(\Gamma\), what sets its size, and how far can the number be trusted?

**Answer.** About 1.7 percent with the rough parameters used below, and between about 1.4 and 2 percent when the offset is varied by 0.01 eV and the difference of deformation potentials by 10 percent. That range is not a bound: a smaller difference, or a departure from the linear law, can carry the crossover somewhat above 2 percent. The method gives the size, of order 2 percent, but does not fix the second digit. The strain is proportional to the small energy offset between the two edges and inversely proportional to the difference of their deformation potentials.

## What has to be compared

Let \(E_\Gamma\) and \(E_L\) be the conduction-band edges at \(\Gamma\) and L, and \(E_v\) the top of the valence band. The direct and indirect gaps are \(E_\Gamma-E_v\) and \(E_L-E_v\). Their difference is

\[
(E_\Gamma-E_v)-(E_L-E_v)=E_\Gamma-E_L .
\]

The valence edge cancels. Strain shifts and splits the valence bands, and this changes the size of the gap, but it does not affect the strain at which the two gaps become equal. The cancellation requires only that both gaps start from the same valence maximum. For the gap to be direct, that maximum must also stay at \(\Gamma\), which is assumed here and examined in a model below.

The unstrained offset is

\[
\Delta=E_\Gamma^{(0)}-E_L^{(0)}>0 .
\]

For germanium at room temperature I take \(\Delta=0.14\) eV as a rough value. The problem is to find how fast strain removes this offset.

## The strain in the film

Let \(e\) be the in-plane strain, positive for tension, and let \(z\) be the film normal. Then \(\varepsilon_{xx}=\varepsilon_{yy}=e\), and there is no shear along the cube axes. The film is assumed to be uniformly and elastically strained.

The normal strain is not zero. The top surface is free, so the film contracts until the normal stress vanishes. Linear elasticity of a cubic crystal gives

\[
\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
=C_{11}\varepsilon_{zz}+2C_{12}e=0 ,
\]

and therefore

\[
\varepsilon_{zz}=-2\,\frac{C_{12}}{C_{11}}\,e .
\]

To first order, the relative volume change is the trace of the strain:

\[
\operatorname{Tr}\varepsilon=2e+\varepsilon_{zz}
=2\left(1-\frac{C_{12}}{C_{11}}\right)e\equiv t\,e .
\]

With \(C_{11}=130\) GPa and \(C_{12}=49\) GPa, the ratio is 0.377 and \(t=1.246\). The contraction along \(z\) thus cancels more than a third of the volume that the in-plane stretching would otherwise add.

## How each edge responds

**The \(\Gamma\) edge.** This state is nondegenerate apart from spin. Strain preserves both inversion and time-reversal symmetry, so the spin pair stays together and its shift is a single number. To first order, that number is linear in the strain:

\[
\delta E_\Gamma=\sum_{ij}A_{ij}\varepsilon_{ij},
\]

with \(A\) a symmetric tensor that has the full cubic symmetry of the unstrained state. The reflection \(x\to-x\) reverses the sign of \(A_{xy}\) and \(A_{xz}\), so both must vanish, and \(A_{yz}\) vanishes in the same way. Operations that interchange the cube axes make the three diagonal elements equal. Calling their common value \(a_\Gamma\), we have

\[
\delta E_\Gamma=a_\Gamma\operatorname{Tr}\varepsilon .
\]

At this order the \(\Gamma\) edge responds to the change of volume and not to the change of shape.

**The L edge.** An L valley lies along a direction \(\mathbf n\) of type \(\langle111\rangle\), and its symmetry includes a rotation by 120° about \(\mathbf n\). Its response tensor \(A\) must be unchanged by that rotation. The part of \(A\mathbf n\) perpendicular to \(\mathbf n\) would be an in-plane vector unchanged by a 120° turn, so it is zero and \(\mathbf n\) is a principal axis. In the perpendicular plane, the rotation carries a principal axis into a different, nonparallel one with the same principal value, so the two in-plane values are equal. The tensor therefore has two independent constants, and

\[
\delta E_L(\mathbf n)=\Xi_d\operatorname{Tr}\varepsilon
+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
\]

For every \(\langle111\rangle\) direction, \(n_x^2=n_y^2=n_z^2=1/3\). Since the strain is diagonal,

\[
\mathbf n\cdot\varepsilon\cdot\mathbf n
=\tfrac13(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})
=\tfrac13\operatorname{Tr}\varepsilon .
\]

All four L valleys move together:

\[
\delta E_L=\left(\Xi_d+\tfrac13\Xi_u\right)\operatorname{Tr}\varepsilon
\equiv a_L\operatorname{Tr}\varepsilon .
\]

This simplification belongs to the (001) geometry. Consider instead a pure shear \(\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\eta\), whose trace is zero. For the [111] valley,

\[
\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac{2\eta}{3}(1+1+1)=2\eta ,
\]

while for the \([\bar111]\) valley the three products of components are \(-1\), \(+1\) and \(-1\), so that

\[
\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac{2\eta}{3}(-1+1-1)=-\tfrac{2\eta}{3}.
\]

The other two valleys give the same value. The shear splits the valleys in the ratio 3 to \(-1\), and a film oriented so that its strain contains such a shear needs a separate calculation.

## The crossover strain

Adding the shifts to the initial offset gives

\[
E_\Gamma-E_L=\Delta+a_\Gamma te-a_Lte
=\Delta-(a_L-a_\Gamma)\,t\,e .
\]

Setting this to zero gives

\[
\boxed{\,e^*=\frac{\Delta}{2\left(1-C_{12}/C_{11}\right)(a_L-a_\Gamma)}\,}
\]

The rough deformation potentials are \(a_\Gamma=-8.2\) eV and \(a_L=-1.5\) eV. On the energy zero to which these two values refer, both edges fall when the crystal expands, but \(\Gamma\) falls much faster. Their difference is

\[
a_L-a_\Gamma=-1.5-(-8.2)=6.7\ \text{eV},
\]

and so

\[
e^*=\frac{0.14\ \text{eV}}{1.246\times6.7\ \text{eV}}=0.0168=1.68\ \text{percent}.
\]

Per percent of in-plane strain, the \(\Gamma\) edge falls by 0.102 eV and the L edge by 0.019 eV. The offset closes at the difference of these rates, 0.083 eV per percent.

Only the difference \(a_L-a_\Gamma\) enters. Absolute deformation potentials depend on how the zero of energy is followed as the crystal is strained. A different choice adds the same constant to \(a_\Gamma\) and \(a_L\) and leaves \(e^*\) unchanged, provided both values refer to the same zero.

## What the formula says about scaling

The result is simplest in terms of volume. The offset closes when

\[
\operatorname{Tr}\varepsilon=\frac{\Delta}{a_L-a_\Gamma},
\]

which is an expansion of 2.09 percent here. Within the linear theory, biaxial tension is one way of producing this expansion, and the factor \(t\) says how efficiently it does so.

Two limits show the role of elasticity. If \(C_{12}/C_{11}\to0\), there is no contraction along \(z\), \(t=2\), and the crossover would come at 1.04 percent. This is also the wrong answer obtained for germanium by forgetting that the surface is free. If \(C_{12}/C_{11}\to1\), the contraction cancels the added area, the volume stays fixed to first order, and \(e^*\) diverges: stretching would then change the shape of the crystal without closing the offset.

The deformation potentials have a similar limit. If \(a_L\) approached \(a_\Gamma\), the two edges would move together and no finite strain in the linear theory would exchange them. If \(a_L\) were below \(a_\Gamma\), the formula would give a negative \(e^*\), meaning compression. On the energy zero used for the values above, L follows \(\Gamma\) downward, though slowly. Dropping \(a_L\) while keeping \(a_\Gamma=-8.2\) eV would replace 6.7 eV by 8.2 eV in the denominator and give 1.37 percent, which is too small by nearly a fifth of the 1.68 percent estimate. The size of that error depends on the chosen zero; only the difference \(a_L-a_\Gamma\) does not.

## Why \(\Gamma\) moves faster

A nearest-neighbour tight-binding model of a diamond crystal shows one source of the difference. At \(\Gamma\), the sum of the four bond directions around an atom is zero, so the s orbitals decouple from the p orbitals. The antibonding s state then has energy

\[
E_\Gamma=E_s+4|V_{ss}| ,
\]

where \(E_s\) is the orbital energy and \(V_{ss}<0\) the coupling across one bond. All four bonds contribute with the same phase. Let the coupling vary with bond length \(d\) as \(d^{-2}\), and hold \(E_s\) fixed. Under uniform expansion \(d\propto\Omega^{1/3}\), where \(\Omega\) is the volume, so \(|V_{ss}|\propto\Omega^{-2/3}\) and

\[
\frac{dE_\Gamma}{d\ln\Omega}=-\frac23\,4|V_{ss}| .
\]

Longer bonds weaken the coupling that pushes the antibonding state up, and the state falls.

At L, the four bond phases do not agree. For \(\mathbf k=(\pi/a)(1,1,1)\), with \(a\) the lattice constant and bonds \((a/4)(1,1,1)\), \((a/4)(1,-1,-1)\) and the two permutations of the latter, the phase sum is

\[
e^{3i\pi/4}+3e^{-i\pi/4}=-e^{-i\pi/4}+3e^{-i\pi/4}=2e^{-i\pi/4}.
\]

Its magnitude is 2 instead of 4, so the s–s contribution is at most half as large as at \(\Gamma\). The L state also contains p orbitals and, in the model used here, an extra excited s-like orbital on each atom that couples only to neighbouring p orbitals. These couplings change with volume too, so the full shift has to be computed. With the round parameters of the model, the shifts per unit relative volume change are \(-4.53\) eV at \(\Gamma\) and \(-1.71\) eV at L. The value at L is a partial cancellation: \(-1.27\) eV from the s–s coupling, \(-2.46\) eV from s–p, \(+1.29\) eV from the excited orbital and \(+0.73\) eV from p–p. The weaker s–s term is therefore only part of the reason L moves slowly in this model.

The model thus gives the right order of the two shifts, but its difference, 2.82 eV, is less than half of the 6.7 eV used for germanium. It serves to illustrate the mechanism and to test the symmetry arguments; it supplies no number to the estimate. When the model crystal is strained explicitly, its \(\Gamma\) edge follows the trace of the strain, its four L valleys stay together under (001) strain, and a shear splits them in the ratio \(-3.000\), as derived above.

The same model was used to examine the valence maximum. At the crossover strain, the highest valence energy on a grid of wave vectors is still at \(\Gamma\). The model omits spin–orbit coupling, so this supports the assumption made for germanium without proving it.

## Does another valley get there first?

Crossing L is not sufficient. Germanium has further conduction valleys, called \(\Delta\) valleys, along the cube axes. (The name is unrelated to the offset \(\Delta\).) Tension in the film plane lowers two of them, so they must be checked.

A \(\Delta\) valley lies along a cube axis \(\mathbf n\), which in the diamond structure is a fourfold screw axis: a 90° rotation combined with a translation of \(a/4\) along \(\mathbf n\). The translation does not act on the response tensor, and the argument used for L applies with the 90° rotation in place of the 120° one, so the shift has the same form, with constants \(\Xi_d^D\) and \(\Xi_u^D\). The valley minimum may slide along its axis under strain, but the energy is stationary there, so the sliding does not contribute at first order. Define \(a_D=\Xi_d^D+\Xi_u^D/3\). For the pair of valleys along \(z\),

\[
\delta E_z=\Xi_d^D\operatorname{Tr}\varepsilon+\Xi_u^D\varepsilon_{zz}
=a_D\operatorname{Tr}\varepsilon
+\Xi_u^D\left(\varepsilon_{zz}-\tfrac13\operatorname{Tr}\varepsilon\right).
\]

Because \(\operatorname{Tr}\varepsilon=2e+\varepsilon_{zz}\), the bracket equals \(\tfrac23(\varepsilon_{zz}-e)\), and

\[
\delta E_z=a_D\operatorname{Tr}\varepsilon+\tfrac23\Xi_u^D(\varepsilon_{zz}-e).
\]

For the in-plane valleys, \(\varepsilon_{zz}\) in the bracket is replaced by \(e\), and \(e-\tfrac13(2e+\varepsilon_{zz})=-\tfrac13(\varepsilon_{zz}-e)\). Those valleys rise relative to the mean while the \(z\) pair falls.

I take the unstrained \(\Delta\) edge to be 0.19 eV above L, with \(a_D=2.5\) eV and \(\Xi_u^D=9.4\) eV, again as rough values, with \(a_D\) referred to the same energy zero as \(a_\Gamma\) and \(a_L\). At the crossover, \(\varepsilon_{zz}=-1.26\) percent, so \(\varepsilon_{zz}-e=-0.0126-0.0168=-0.0294\). Measured from the unstrained L edge, the \(z\) valleys lie at

\[
0.19+2.5(0.0209)+\tfrac23(9.4)(-0.0294)
=0.19+0.052-0.184=0.058\ \text{eV}.
\]

The in-plane valleys lie at 0.334 eV. The \(\Gamma\) and L edges meet at \(-0.031\) eV, so the nearest competitor is 0.089 eV above them.

With these inputs the margin is positive but not large; its sensitivity to the three \(\Delta\)-valley inputs is not examined here. The \(z\) valleys have fallen by \(0.19-0.058=0.132\) eV over 1.68 percent, or 0.079 eV per percent, far faster than L. They do not overtake \(\Gamma\) at larger strain in this linear description, because \(\Gamma\) falls faster still, at 0.102 eV per percent. A search over all the individual valleys, with the normal strain found by minimizing the elastic energy, gives the same crossover as the formula and finds \(\Gamma\) lowest from there up to 3 percent strain.

## How far to trust the number

For small changes of the inputs, taking the logarithm of the formula and differentiating gives

\[
\frac{\delta e^*}{e^*}=\frac{\delta\Delta}{\Delta}
-\frac{\delta(a_L-a_\Gamma)}{a_L-a_\Gamma}
+\frac{\delta r}{1-r},\qquad r=\frac{C_{12}}{C_{11}} .
\]

The offset is a small difference between two larger gaps, so a modest absolute error in it matters: 0.01 eV is 7 percent of 0.14 eV. The difference of deformation potentials enters with the same weight. Changing \(\Delta\) by 0.01 eV and \(a_L-a_\Gamma\) by 10 percent, in the combinations that add up, moves the crossover to 1.42 percent at one end and 2.00 percent at the other. These are the results of chosen variations, not strict bounds. The difference may be uncertain by more than 10 percent: a local empirical-pseudopotential model of germanium gives about 5.5 eV, for which the formula yields 2.04 percent. The elastic ratio is less critical: a change of 0.01 in \(r\) alters \(e^*\) by \(0.01/0.623\), or 1.6 percent of its value.

A crossover of 1.9 percent would follow from \(a_L-a_\Gamma=5.9\) eV instead of 6.7 eV, with the other inputs unchanged. Such a difference lies close to the 10 percent variation just considered, so the estimate cannot decide between 1.7 and 1.9 percent.

The linear law is a further approximation. Suppose the edge separation contains a quadratic term \(qe^2\), and write \(S=(a_L-a_\Gamma)t=8.35\) eV. The crossing condition becomes

\[
\Delta-Se+qe^2=0
\quad\Longrightarrow\quad
e=\frac{\Delta}{S}+\frac{q}{S}e^2
\approx e^*\left(1+\frac{q\,e^*}{S}\right),
\]

where the last step replaces \(e\) by \(e^*=\Delta/S\) in the small term. To move the crossover by 10 percent of its value, this first-order estimate requires \(|q|\approx0.1\times8.35/0.0168\approx50\) eV. Solving the crossing condition exactly, \(q=(Se-\Delta)/e^2\), gives about \(+41\) eV for \(e=1.1\,e^*\) and about \(-61\) eV for \(e=0.9\,e^*\). These figures measure sensitivity and are not evidence that the correction is negligible. A local empirical-pseudopotential model gives \(q\) of about \(+30\) eV. That value moves the crossover from 1.68 to about 1.8 percent with the inputs used here, and from about 2.05 to about 2.3 percent when \(a_L-a_\Gamma\) is near 5.5 eV.

Finally, \(e^*\) marks the strain at which two band edges have equal energy. It does not say how electrons divide between the valleys at a given temperature, nor how large the gap is at that point. The second question brings back the valence-band shifts that cancelled at the start.

## Calculated quantities

```
Rough germanium inputs
Gamma edge above L edge, unstrained: 0.14 eV
a_G: -8.2 eV;  a_L: -1.5 eV
C11: 130 GPa;  C12: 49 GPa
Delta edge above L edge, unstrained: 0.19 eV
a_D: 2.5 eV;  Xi_uD: 9.4 eV
Xi_u of L, used only in the valley test: 16 eV
Estimate
C12/C11: 0.377 (dimensionless)
trace of strain / in-plane strain: 1.246
a_L - a_G: 6.7 eV
Gamma slope: -0.1022 eV per percent
L slope: -0.0187 eV per percent
closing rate: 0.0835 eV per percent
crossover strain, formula: 1.68 percent
crossover strain, root search: 1.68 percent
At crossover, energies from the unstrained L edge
out-of-plane strain: -1.26 percent
volume change: 2.09 percent
Gamma edge: -0.031 eV;  L edges: -0.031 eV
Delta edge along z: 0.058 eV
Delta edges in plane: 0.334 eV
Reliability
offset changed by 0.01 eV, a_L - a_G by 10 percent:
lowest crossover: 1.42 percent
highest crossover: 2.00 percent
a_L - a_G giving 1.9 percent: 5.9 eV
error, no Poisson contraction: 1.04 percent
error, L edge held fixed: 1.37 percent
Tight-binding symmetry test (model crystal)
Gamma shift per volume change: -4.53 eV
L shift per volume change: -1.71 eV
shear splitting ratio of L valleys: -3.000
```
